# The Gaussian Band of a Strongly Coupled Defect: Width and Stokes Shift

## Part 1. Line weights and exact moments

### Result

An optical transition of a defect is coupled to one harmonic mode of energy $\hbar\omega$. The mode has the same frequency in both electronic states, and its equilibrium position differs between them. Let $S\hbar\omega$ be the relaxation energy after a vertical transition, $E_0$ the zero-phonon energy, $T$ the temperature, $k$ the Boltzmann constant and

$$x=\frac{\hbar\omega}{2kT},\qquad s^2=S\coth x .$$

The line-shape functions of absorption and emission, defined below without photon-energy prefactors, have the means and common variance

$$\mu_a=E_0+S\hbar\omega,\qquad \mu_e=E_0-S\hbar\omega,\qquad \sigma^2=(\hbar\omega)^2S\coth x .$$

These three expressions are exact in the model. When $s^2\gg1$, the envelope of each band approaches a Gaussian of full width at half maximum

$$\Gamma=2\sqrt{2\ln2}\;\hbar\omega\sqrt{S\coth\frac{\hbar\omega}{2kT}} .$$

The numerical factor is $2.3548$. Since $\coth x\ge1$, strong coupling, $S\gg1$, is sufficient for the Gaussian form at every temperature.

The Stokes shift measured between the two means is $2S\hbar\omega$. Measured between the maxima of the two envelopes it is close to $(2S-\tanh x)\hbar\omega$, and the photon-energy prefactors of a measured spectrum change it further. An implementation must therefore state which of these quantities it reports.

### Model and conventions

Let $Q$ be the mode coordinate, $P$ its momentum, $M$ its mass and $d>0$ the displacement between the two minima. The vibrational Hamiltonians of the ground and excited electronic states are

$$H_g=\frac{P^2}{2M}+\frac12M\omega^2Q^2,$$

$$H_e=E_0+\frac{P^2}{2M}+\frac12M\omega^2(Q-d)^2 .$$

Both wells have the zero-point energy $\hbar\omega/2$. It cancels in the difference of the lowest levels, so $E_0$ is indeed the energy of the zero-phonon line.

A vertical absorption from $Q=0$ reaches the excited-state potential at a height $M\omega^2d^2/2$ above its minimum. Measuring this relaxation energy in phonons defines the Huang–Rhys factor:

$$S\hbar\omega=\frac12M\omega^2d^2,\qquad S=\frac{M\omega d^2}{2\hbar}.$$

If a code uses the mass-weighted displacement $\Delta q=\sqrt M\,d$, the same quantity reads $S=\omega(\Delta q)^2/(2\hbar)$.

Three further assumptions enter. The electronic transition moment does not depend on $Q$ (the Condon approximation), so only squared vibrational overlaps determine relative line strengths. Each electronic state is treated as a single, non-degenerate potential curve. The vibration is in thermal equilibrium in the initial electronic state; for emission this requires that the excited state relaxes before it radiates.

### The line shape as a comb

Let $|n_g\rangle$ and $|m_e\rangle$ be the vibrational eigenstates of the two wells, with energies $(n+\tfrac12)\hbar\omega$ and $E_0+(m+\tfrac12)\hbar\omega$. The thermal populations are

$$p_n=(1-q)q^n,\qquad q=e^{-\hbar\omega/kT}=e^{-2x}.$$

The normalized absorption line shape is

$$A(E)=\sum_{n,m}p_n|\langle m_e|n_g\rangle|^2\,\delta\big(E-E_0-(m-n)\hbar\omega\big).$$

All transitions with the same $p=m-n$ coincide, so the spectrum is a comb with spacing $\hbar\omega$:

$$A(E)=\sum_pW_p\,\delta(E-E_0-p\hbar\omega),$$

$$W_p=\sum_np_n|\langle(n+p)_e|n_g\rangle|^2 .$$

Terms with $n+p<0$ are absent. Completeness of the final states gives $\sum_pW_p=1$.

The sum over lines is easiest to evaluate through the characteristic function

$$F(t)=\int dE\,A(E)e^{iEt/\hbar}.$$

Insert the definition of $A$. The factor $e^{iEt/\hbar}$ becomes the final-state phase times the inverse of the initial-state phase. Replacing the energies by the Hamiltonians, and removing the complete set of final states, gives

$$F(t)=\left\langle e^{-iH_gt/\hbar}e^{iH_et/\hbar}\right\rangle ,$$

where the angle brackets denote the thermal average in the ground-state well.

### The displaced oscillator

Introduce the lowering operator

$$b=\sqrt{\frac{M\omega}{2\hbar}}\left(Q+\frac{iP}{M\omega}\right),\qquad [b,b^\dagger]=1 .$$

Subtracting $b^\dagger$ from $b$ and solving for the momentum gives $P=-i\sqrt{M\hbar\omega/2}\,(b-b^\dagger)$. The translation operator is then

$$D=e^{-idP/\hbar}=e^{\sqrt S(b^\dagger-b)},$$

because $d\sqrt{M\omega/(2\hbar)}=\sqrt S$. Its action on the coordinate follows from $[P,Q]=-i\hbar$:

$$DQD^\dagger=Q-\frac{id}{\hbar}[P,Q]=Q-d .$$

Higher commutators vanish since the first is a number. The momentum commutes with $D$, so

$$H_e=E_0+DH_gD^\dagger,$$

$$e^{iH_et/\hbar}=e^{iE_0t/\hbar}De^{iH_gt/\hbar}D^\dagger .$$

Put $\theta=\omega t$. Acting on a number state shows that $e^{-iH_gt/\hbar}be^{iH_gt/\hbar}=be^{i\theta}$: the state first acquires the phase of level $n$ and, after lowering, loses the phase of level $n-1$. The adjoint relation gives $b^\dagger\to b^\dagger e^{-i\theta}$. Hence

$$F(t)=e^{iE_0t/\hbar}\left\langle e^Ae^B\right\rangle,$$

$$A=\sqrt S(b^\dagger e^{-i\theta}-be^{i\theta}),\qquad B=\sqrt S(b-b^\dagger).$$

Here $A$ denotes an operator; the line shape is always written with its argument, $A(E)$.

To combine the exponentials, consider $g(\lambda)=e^{\lambda A}e^{\lambda B}$. When $[A,B]$ is a number, $e^{\lambda A}Be^{-\lambda A}=B+\lambda[A,B]$, and therefore

$$\frac{dg}{d\lambda}=\big(A+B+\lambda[A,B]\big)g .$$

Integrating from $0$ to $1$ with $g(0)=1$ gives

$$e^Ae^B=e^{A+B}e^{[A,B]/2}.$$

The commutator has two non-zero terms. The pair $b^\dagger,b$ contributes $-Se^{-i\theta}$, and the pair $b,b^\dagger$ contributes $+Se^{i\theta}$, so

$$[A,B]=S(e^{i\theta}-e^{-i\theta})=2iS\sin\theta .$$

Write the sum as $A+B=ub^\dagger+vb$, with

$$u=\sqrt S(e^{-i\theta}-1),\qquad v=-\sqrt S(e^{i\theta}-1),$$

$$uv=-S|e^{i\theta}-1|^2=-2S(1-\cos\theta).$$

Applying the same operator identity to $ub^\dagger$ and $vb$, whose commutator is $-uv$, yields

$$e^{ub^\dagger+vb}=e^{uv/2}e^{ub^\dagger}e^{vb}.$$

### The thermal average

Let $N$ be the mean phonon number,

$$N=\frac{q}{1-q}=\frac1{e^{2x}-1},\qquad 2N+1=\frac{1+q}{1-q}=\coth x .$$

In a number state, $\langle n|(b^\dagger)^rb^r|n\rangle=n!/(n-r)!$ for $n\ge r$ and zero otherwise. Averaging over the populations gives

$$\langle(b^\dagger)^rb^r\rangle=(1-q)q^r\frac{d^r}{dq^r}\sum_{n=0}^\infty q^n .$$

The sum is $(1-q)^{-1}$ and its $r$-th derivative is $r!(1-q)^{-r-1}$. Thus

$$\langle(b^\dagger)^rb^r\rangle=r!\,N^r .$$

Products with unequal powers of $b^\dagger$ and $b$ have no diagonal elements and average to zero. Expanding both exponentials therefore gives

$$\langle e^{ub^\dagger}e^{vb}\rangle=\sum_{r=0}^\infty\frac{(uv)^r}{(r!)^2}r!N^r=e^{uvN}.$$

Collecting the factors $e^{iS\sin\theta}$, $e^{uv/2}$ and $e^{uvN}$, we obtain

$$F(t)=e^{iE_0t/\hbar}\Phi(\theta),$$

$$\Phi(\theta)=\exp\left\{S\left[i\sin\theta-\coth x\,(1-\cos\theta)\right]\right\}.$$

The trigonometric functions can be regrouped as

$$\Phi(\theta)=\exp\left\{S(N+1)(e^{i\theta}-1)+SN(e^{-i\theta}-1)\right\}.$$

The second form has a direct statistical meaning. The integer $p$ is distributed as the difference between two independent Poisson variables with means $S(N+1)$ and $SN$. The first mean belongs to steps that raise the line energy by one phonon, the second to steps that lower it. At zero temperature the second variable is absent.

### Weights suitable for computation

By its definition, $\Phi(\theta)=\sum_pW_pe^{ip\theta}$. Expand the two exponentials in the last form of $\Phi$ and collect the coefficient of $e^{ip\theta}$. For $p\ge0$,

$$W_p=e^{-S\coth x}\sum_{j=0}^\infty
\frac{[S(N+1)]^{j+p}(SN)^j}{(j+p)!\,j!}.$$

The modified Bessel function has the series

$$I_p(y)=\sum_{j=0}^\infty\frac{(y/2)^{2j+p}}{j!(j+p)!}.$$

Choosing $y=2S\sqrt{N(N+1)}$ matches the powers of $S$ and leaves the factor $[(N+1)/N]^{p/2}$. Since $(N+1)/N=e^{2x}$ and $2\sqrt{N(N+1)}=1/\sinh x$,

$$W_p=e^{-S\coth x+px}I_p\left(\frac S{\sinh x}\right).$$

For negative $p$ the two Poisson variables exchange roles. The same formula holds with $I_{-p}=I_p$, and it gives the detailed-balance relation $W_{-p}=e^{-2px}W_p$.

A code should use the exponentially scaled function $\widehat I_p(y)=e^{-y}I_p(y)$. Because $\coth x-1/\sinh x=\tanh(x/2)$,

$$W_p=\exp\left[px-S\tanh\frac x2\right]\widehat I_p\left(\frac S{\sinh x}\right).$$

At very low temperature $e^{px}$ can overflow while the Bessel function underflows. The series for $W_p$ in powers of $S(N+1)$ and $SN$ should then be summed directly, with each term evaluated through its logarithm. At $T=0$ one uses the Poisson limit directly:

$$W_p=e^{-S}\frac{S^p}{p!}\quad(p\ge0),\qquad W_p=0\quad(p<0).$$

The zero-phonon fraction at $T=0$ is consequently $e^{-S}$.

### Moments and emission

The cumulants $\kappa_r$ of $p$ are defined by

$$\ln\Phi(\theta)=\sum_{r=1}^\infty\kappa_r\frac{(i\theta)^r}{r!}.$$

Expanding $e^{\pm i\theta}$ in the Poisson form gives

$$\kappa_r=S\left[(N+1)+(-1)^rN\right].$$

Every odd cumulant equals $S$, and every even cumulant equals $S\coth x=s^2$. The first is the mean and the second the variance, which gives the stated $\mu_a$ and $\sigma^2$ after conversion from phonons to energy. The third is the third central moment. The skewness is therefore

$$\gamma=\frac{\kappa_3}{\kappa_2^{3/2}}=\frac S{s^3}=\frac{\tanh x}{s}.$$

It is positive in absorption: the high-energy tail is the longer one. Its decrease with both $S$ and $T$ is the first sign of the Gaussian limit.

In emission the initial state is $|m_e\rangle=D|m\rangle$, and a line at $E_0-p\hbar\omega$ leaves $p$ more phonons in the ground-state well than there were before. Its weight is

$$W_p^{\rm em}=\sum_mp_m|\langle m+p|D|m\rangle|^2 .$$

The absorption weight has $D^\dagger$ in place of $D$. Reflection $Q\to-Q$ turns one operator into the other and changes each oscillator state at most by a sign. The squared elements are equal, so $W_p^{\rm em}=W_p$.

The emission line shape is thus the mirror image of the absorption line shape about $E_0$. Its mean is $\mu_e=E_0-S\hbar\omega$, its variance is again $\sigma^2$, and its longer tail points to low photon energy. The separation of the means is

$$\mu_a-\mu_e=2S\hbar\omega .$$

One relaxation energy is lost in the excited state after absorption and one in the ground state after emission. Temperature broadens both bands in this model but leaves their means fixed.

## Part 2. Gaussian limit, Stokes shift and numerical use

The symbols carried over are the phonon energy $\hbar\omega$, Huang–Rhys factor $S$, zero-phonon energy $E_0$, $x=\hbar\omega/(2kT)$, $s^2=S\coth x$ and skewness $\gamma=\tanh x/s$. Absorption and emission lines lie at $E_0+p\hbar\omega$ and $E_0-p\hbar\omega$, with the same weight $W_p$. Its characteristic function is

$$\Phi(\theta)=\exp\{S[i\sin\theta-\coth x(1-\cos\theta)]\}.$$

The band means are $\mu_a=E_0+S\hbar\omega$ and $\mu_e=E_0-S\hbar\omega$; their common variance is $\sigma^2=s^2(\hbar\omega)^2$.

### Why the envelope becomes Gaussian

Fourier inversion gives

$$W_p=\frac1{2\pi}\int_{-\pi}^{\pi}d\theta\,e^{-ip\theta}\Phi(\theta).$$

The modulus of the integrand is $e^{-s^2(1-\cos\theta)}$. On the integration interval, $1-\cos\theta=2\sin^2(\theta/2)\ge2\theta^2/\pi^2$, because the sine lies above its chord between $0$ and $\pi/2$. The integrand is thus bounded by $e^{-2s^2\theta^2/\pi^2}$, and for large $s$ the integral comes from $|\theta|$ of order $1/s$.

Set $\theta=\tau/s$ and $z=(p-S)/s$. Expanding the sine and cosine turns the exponent into

$$-iz\tau-\frac{\tau^2}{2}+\frac{\gamma(i\tau)^3}{6}+\frac{(i\tau)^4}{24s^2}+O(s^{-3}).$$

The first two terms give a Gaussian integral. The limits may be extended to infinity with an exponentially small error, and completing the square gives

$$W_p\simeq\frac1{\sqrt{2\pi}\,s}e^{-(p-S)^2/(2s^2)} .$$

Dividing by the line spacing gives the energy density of the absorption envelope:

$$A_{\rm env}(E)=\frac1{\sqrt{2\pi}\,\sigma}e^{-(E-\mu_a)^2/(2\sigma^2)} .$$

The emission envelope has $\mu_e$ in place of $\mu_a$. Setting the exponential equal to one half gives $|E-\mu|=\sigma\sqrt{2\ln2}$ on either side, hence $\Gamma=2\sqrt{2\ln2}\,\sigma$.

This approximation describes the central part of the band. Its error is small relative to the peak height, not relative to the local intensity in a remote tail. Tail intensities should be computed from $W_p$.

### Corrections to the maximum and width

Expanding the two small exponent terms, and keeping the square of the first, multiplies the integrand by

$$1+\frac{\gamma(i\tau)^3}{6}+\frac{(i\tau)^4}{24s^2}+\frac{\gamma^2(i\tau)^6}{72}.$$

A factor $i\tau$ is produced by $-d/dz$ acting on $e^{-iz\tau}$. Each power therefore becomes a Hermite polynomial, $H_r(z)e^{-z^2/2}=(-d/dz)^re^{-z^2/2}$. The required ones are

$$H_3=z^3-3z,\qquad H_4=z^4-6z^2+3,$$

$$H_6=z^6-15z^4+45z^2-15 .$$

The skewness term changes the Gaussian, relative to its peak, by $\gamma H_3e^{-z^2/2}/6$. Its extrema satisfy $H_4=0$, and the larger one, at $z^2=3-\sqrt6$, has magnitude $0.230\,\gamma$. The $H_4$ term equals $1/(8s^2)$ at the band centre. The ratio of the two sizes is $0.230\,\gamma\times8s^2=1.84\,s\tanh x=1.84\sqrt{S\tanh x}$. The skewness term is therefore the larger one when $S\tanh x$ exceeds about $0.3$, and it dominates when $S\tanh x$ is large. The $1/s^2$ term is as large or larger only below that value, which for $S$ of order one or more requires $kT$ above about $1.7\,S\hbar\omega$.

Take the logarithm of the corrected weight with $\ln(1+\epsilon)=\epsilon-\epsilon^2/2$. Since $H_6-H_3^2=-9z^4+36z^2-15$,

$$\ln W=C-\frac{z^2}{2}+\frac{\gamma(z^3-3z)}6+\frac{z^4-6z^2}{24s^2}+\frac{\gamma^2(4z^2-z^4)}8,$$

where $C$ does not depend on $z$. The shift $v=z+\gamma/2$ removes the linear term to this order:

$$\ln W=C'-\frac{v^2}{2}+\frac{\gamma v^3}{6}-\frac{(s^{-2}-\gamma^2)v^2}{4}+\frac{(s^{-2}-3\gamma^2)v^4}{24}.$$

The maximum is at $v=0$, so

$$p_{\max}\simeq S-\frac{s\gamma}{2}=S-\frac12\tanh x .$$

For the half-height points put $a^2=2\ln2$ and $v=\pm(a+v_2)+v_1$. The terms of first order in $\gamma$ give $v_1=\gamma a^2/6$ for both signs. This moves both points equally and does not change their separation. The second-order terms give

$$av_2+\frac{v_1^2}{2}-\frac{\gamma a^2v_1}{2}+\frac{(s^{-2}-\gamma^2)a^2}{4}-\frac{(s^{-2}-3\gamma^2)a^4}{24}=0 .$$

Substituting $v_1$ and collecting the terms in $\gamma^2a^4$, whose coefficients on the left-hand side add to $1/72-1/12+1/8=+1/18$, yields

$$\frac{v_2}{a}=\frac1{s^2}\left(\frac{a^2}{24}-\frac14\right)+\gamma^2\left(\frac14-\frac{a^2}{18}\right).$$

With $\gamma^2=\tanh^2x/s^2$, the corrected envelope width is

$$\Gamma_{\rm env}\simeq\Gamma\left[1-\frac{0.192-0.173\tanh^2x}{s^2}\right].$$

The two contributions nearly cancel at low temperature. The simple width formula can therefore be accurate there even while the skewness is visible.

### Stokes shift between maxima

The absorption maximum lies at $E_0+p_{\max}\hbar\omega$ and the emission maximum at $E_0-p_{\max}\hbar\omega$. Their separation is

$$\Delta_{\max}\simeq(2S-\tanh x)\hbar\omega .$$

It is one phonon below $2S\hbar\omega$ at zero temperature and approaches $2S\hbar\omega$ at high temperature. Relative to $2S\hbar\omega$, the difference is at most $1/(2S)$ in this approximation. That is the sense in which the Stokes shift is near $2S\hbar\omega$ at strong coupling.

### The coordinate picture and its limit

The difference of the two potentials at fixed coordinate is

$$G(Q)=E_0+S\hbar\omega-fQ,\qquad f=M\omega^2d .$$

In the thermal ground-state well, $\langle Q\rangle=0$ and $\langle Q^2\rangle=(\hbar/2M\omega)\coth x$. The variance of $G$ is therefore

$$f^2\langle Q^2\rangle=\frac{M\hbar\omega^3d^2}{2}\coth x=S(\hbar\omega)^2\coth x=\sigma^2 .$$

This agreement is exact. For an initial level $E_n$, $(H_e-E_n)|n_g\rangle=G|n_g\rangle$, so the first two moments of the transition energy equal those of $G$. The band width is the coordinate spread multiplied by the slope of the energy gap.

The third moment contains something more. Measure $G$ from its mean and call the result $g=-fQ$. The symmetric coordinate distribution gives $\langle g^3\rangle=0$, but the line shape also has the term

$$\langle g(H_g-E_n)g\rangle=\frac12\langle[g,[H_g,g]]\rangle=\frac{\hbar^2f^2}{2M}=S(\hbar\omega)^3 .$$

The inner commutator is $i\hbar fP/M$, and $[Q,P]=i\hbar$ gives the last-but-one expression. The skewness thus comes from the kinetic energy, which a sampling of vertical gaps omits. Such sampling gives the right mean and variance if it uses the quantum coordinate distribution.

For $kT\gg\hbar\omega$, $\coth x\simeq1/x$ and

$$\sigma^2\simeq2S\hbar\omega kT .$$

This is the result of classical sampling. The next term, $\coth x\simeq(1/x)(1+x^2/3)$, shows that classical sampling underestimates the width by a fraction of about $x^2/6$ when $x$ is small. At $T=0$ it gives no width at all, whereas zero-point motion gives $\sigma=\hbar\omega\sqrt S$.

### From line shape to measured spectrum

A bare comb is not a smooth band. Let each line have a Gaussian profile of standard deviation $w\hbar\omega$. Variances add under convolution, so the Gaussian approximation to the full width becomes

$$\Gamma_w=2\sqrt{2\ln2}\,\hbar\omega\sqrt{s^2+w^2}.$$

The function $\Phi(\theta)$ repeats with period $2\pi$, and its repetitions produce the comb. Broadening multiplies it by $e^{-w^2\theta^2/2}$. For $w\ll s$, the two repetitions nearest the origin leave a ripple of relative amplitude about $2e^{-2\pi^2w^2}$ near the band centre. At $w=0.5$ this amplitude is about 1.4%. Locating the maximum of the band requires more broadening: the curvature of the ripple relative to the peak height, about $8\pi^2e^{-2\pi^2w^2}$ per squared phonon, must be well below the curvature $1/s^2$ of the envelope. Otherwise several local maxima can remain.

Photon-energy factors also matter. For a fixed field amplitude the transition rate does not depend explicitly on $E$, while the photon flux is proportional to $1/E$; the absorption cross section is therefore proportional to $EA(E)$. In emission, the squared vacuum field per mode gives a factor $E$ and the density of photon modes a factor $E^2$. The photon emission rate per energy interval is proportional to $E^3$ times the emission line shape. These statements take the refractive index and local-field factors as constant over the band.

For a Gaussian multiplied by $E^\nu$, the maximum satisfies

$$\frac{\nu}{E}=\frac{E-\mu}{\sigma^2},\qquad E_{\max}-\mu\simeq\frac{\nu\sigma^2}{\mu}\quad(\sigma\ll\mu).$$

Absorption has $\nu=1$ and photon-counted emission $\nu=3$; emitted power has $\nu=4$. Both maxima move to higher energy. The weighted Stokes shift for the first two cases is approximately

$$(2S-\tanh x)\hbar\omega+\frac{\sigma^2}{\mu_a}-\frac{3\sigma^2}{\mu_e}.$$

To recover the relaxation energy $S\hbar\omega$ from measured bands, first divide out these factors, then take half the separation of the means. The factor $S$ itself needs $\hbar\omega$ as well, for instance from the line spacing. The ratio $\sigma^2/(S\hbar\omega)=\hbar\omega\coth x$ at a known temperature also determines it, provided that the variance added by line broadening is subtracted first. This route is reliable only at low temperature, because for $kT\gg\hbar\omega$ the ratio tends to $2kT$ and no longer depends on $\hbar\omega$.

### Worked example

Take the round model parameters $M=20$ u, $d=0.40$ Å, $\hbar\omega=30$ meV and $E_0=2000$ meV. The relaxation energy and coupling are

$$S\hbar\omega=\frac{M(\hbar\omega)^2d^2}{2\hbar^2}=344.5\ {\rm meV},\qquad S=\frac{344.5}{30}=11.48 .$$

The band means are $2000\pm344.5$ meV, or $2344.5$ and $1655.5$ meV. At $T=0$ the zero-phonon fraction is $e^{-S}=1.03\times10^{-5}$.

At 300 K, $kT=25.85$ meV, so $x=30/(2\times25.85)=0.580$ and $\coth x=1.913$. Then $s=\sqrt{11.48\times1.913}=4.686$ and

$$\sigma=4.686\times30=140.6\ {\rm meV},$$

$$\Gamma=2.355\times140.6=331\ {\rm meV}=2670\ {\rm cm^{-1}}.$$

The mean-to-mean Stokes shift is $2\times344.5=689$ meV, or $5557\ {\rm cm^{-1}}$.

For comparison, both wells were diagonalized on a 300-point coordinate grid in a sinc basis. Thermal populations and squared overlaps gave the line weights; a cubic spline through their logarithms gave the envelope. The widths $\Gamma$ and separations of maxima $\Delta_{\max}$, in meV, are:

| $T$ (K) | $\Gamma$, formula | $\Gamma$, grid | $\Delta_{\max}$, formula | $\Delta_{\max}$, grid |
|---:|---:|---:|---:|---:|
| 0 | 239.4 | 239.0 | 659.0 | 658.8 |
| 300 | 331.1 | 328.9 | 673.3 | 673.0 |
| 600 | 450.6 | 448.6 | 680.5 | 680.4 |

The width formula is closest at 0 K, although $s$ is smallest there. This is the cancellation derived above. At 300 K the predicted relative correction is $-(0.192-0.173\times0.523^2)/21.96=-0.0066$, which changes 331.1 to 328.9 meV.

Classical sampling at 300 K gives a width of 314 meV, about 5% below the quantum value of 331 meV. If each line is given a standard deviation of 18 meV, so that $w=0.6$, the summed spectrum has a width of 331.5 meV; the Gaussian formula $\Gamma_w$ gives 333.8 meV.

The first-order estimate $\nu\sigma^2/\mu$ for the upward shift caused by the prefactors at 300 K is 8.4 meV for the absorption maximum and 35.8 meV for the emission maximum. The estimated weighted Stokes shift is

$$673.3+8.4-35.8=645.9\ {\rm meV}.$$

The maxima of the weighted grid envelopes are 647.4 meV apart, about 6% below $2S\hbar\omega$. In this example the emission prefactor matters more than the skewness.

### Use with defect calculations and conditions of failure

Within the model, the vertical energy difference at the ground-state minimum is $\mu_a$, and that at the excited-state minimum is $\mu_e$. Half their difference gives $S\hbar\omega$. These vertical energies should be compared with band means rather than with uncorrected maxima.

For several independent modes the characteristic functions multiply, so their cumulants add:

$$\sigma^2=\sum_jS_j(\hbar\omega_j)^2\coth\frac{\hbar\omega_j}{2kT},$$

$$\mu_a-\mu_e=2\sum_jS_j\hbar\omega_j .$$

A single effective mode cannot in general reproduce both sums at all temperatures.

The one-mode Gaussian fails when $S\coth x$ is not large, because the band then consists of a few phonon lines and the terms in $\gamma$ and $1/s^2$ are not both small. Unequal frequencies add a term quadratic in $Q$ to the energy gap. The means then depend on temperature, the two widths can differ, and mirror symmetry is lost. Anharmonic wells, coordinate-dependent transition moments, coupled electronic states or emission before thermalization violate other assumptions of the derivation. In those cases the spectrum should be computed from the actual vibrational states and transition moments.
